# Coupled Surface Plasmons of a Thin Drude Film and Their Splitting

A metal film fills $|z|<d/2$, with vacuum on both sides. Electrons of charge $-e$, mass $m$ and uniform density $n$ move freely in it against a fixed positive background. Three assumptions hold until part (g):

- There is no damping, and the response is linear and local.
- The faces are sharp, and the background adds no polarizability.
- Fields are electrostatic. This requires an in-plane wavevector $q\gg\omega/c$.

Disturbances vary along $x$ with wavevector $q>0$ and in time as $e^{-i\omega t}$. The derivation uses SI equations; in the numbers, frequencies are given as energies $\hbar\omega$ in eV. The plasma frequency is defined by $\omega_p^2=ne^2/(\varepsilon_0 m)$.

## (a) Where can the charge of an oscillation sit?

**Question.** Find the equation of motion of the charge density inside the film. What does it imply for a mode with $\omega\neq\omega_p$?

**Solution.** Newton's law is $m\,\partial_t\mathbf v=-e\mathbf E$, and the linearized current density is $\mathbf J=-ne\mathbf v$. Hence

$$\partial_t\mathbf J=\frac{ne^2}{m}\mathbf E=\varepsilon_0\omega_p^2\mathbf E .$$

Differentiate the continuity equation $\partial_t\rho=-\nabla\cdot\mathbf J$ in time, then use Gauss's law $\nabla\cdot\mathbf E=\rho/\varepsilon_0$:

$$\partial_t^2\rho=-\nabla\cdot\partial_t\mathbf J=-\varepsilon_0\omega_p^2\,\nabla\cdot\mathbf E=-\omega_p^2\rho .$$

For a mode this reads $(\omega^2-\omega_p^2)\rho=0$. If $\omega\neq\omega_p$, the interior is neutral and all the charge lies on the two faces. The problem reduces to the motion of two charge sheets.

## (b) What field does one face produce at the other?

**Question.** A sheet carries the surface charge $\sigma\cos qx$. Find the normal field at distance $s$ from it.

**Solution.** Divide the sheet into lines parallel to $y$. The line at $x'$ carries charge $\sigma\cos(qx')\,dx'$ per unit length. A line charge $\lambda$ produces the field $\lambda/(2\pi\varepsilon_0 r)$ at distance $r$, and the fraction $s/r$ of it is normal to the sheet. With $r^2=(x'-x)^2+s^2$ and $u=x'-x$, the field pointing away from the sheet is

$$E_\perp=\frac{\sigma}{2\pi\varepsilon_0}\int_{-\infty}^{\infty}\frac{s\cos(qx+qu)}{u^2+s^2}\,du .$$

Expand $\cos(qx+qu)=\cos qx\cos qu-\sin qx\sin qu$. The second term is odd in $u$ and integrates to zero. The remaining integral is the real part of that of $e^{iqu}/(u^2+s^2)$. For $q>0$ the contour closes in the upper half-plane, around the pole $u=is$, where the residue is $e^{-qs}/(2is)$:

$$\int_{-\infty}^{\infty}\frac{\cos qu}{u^2+s^2}\,du=2\pi i\,\frac{e^{-qs}}{2is}=\frac{\pi}{s}e^{-qs}.$$

Therefore

$$E_\perp=\frac{\sigma\cos qx}{2\varepsilon_0}\,e^{-qs}.$$

Close to the sheet this is the familiar $\sigma/2\varepsilon_0$. Farther away, the positive and negative stripes cancel each other increasingly well, over a distance $1/q$.

## (c) What are the coupled modes?

**Question.** Write the equations of motion of the two face charges and find the mode frequencies.

**Solution.** Let $\sigma_1$ and $\sigma_2$ be the charge amplitudes on the upper face, $z=d/2$, and the lower face, $z=-d/2$. Write $x_d=e^{-qd}$.

An upward current charges the upper face and discharges the lower one, since no current flows outside:

$$\dot\sigma_1=J_z(\tfrac d2),\qquad \dot\sigma_2=-J_z(-\tfrac d2),$$

with both currents taken just inside the film. A positive sheet produces a field pointing away from itself. Just below the upper face its own field therefore points down, while that of the lower face points up:

$$E_z(\tfrac d2)=\frac{-\sigma_1+x_d\sigma_2}{2\varepsilon_0},\qquad
E_z(-\tfrac d2)=\frac{\sigma_2-x_d\sigma_1}{2\varepsilon_0}.$$

Differentiating the charging equations and inserting $\partial_tJ_z=\varepsilon_0\omega_p^2E_z$ gives

$$\ddot\sigma_1=-\frac{\omega_p^2}{2}(\sigma_1-x_d\sigma_2),\qquad
\ddot\sigma_2=-\frac{\omega_p^2}{2}(\sigma_2-x_d\sigma_1).$$

Add and subtract these equations:

$$\frac{d^2}{dt^2}(\sigma_1\pm\sigma_2)=-\frac{\omega_p^2}{2}(1\mp x_d)(\sigma_1\pm\sigma_2).$$

The sum and the difference oscillate independently. Labelling the branches by their order in frequency,

$$\boxed{\;\omega_\pm^2=\frac{\omega_p^2}{2}\left(1\pm e^{-qd}\right)\;}$$

The lower branch $\omega_-$ has equal charges on the faces. Each face then weakens the restoring field at the other, so the oscillation is slower. The upper branch $\omega_+$ has opposite charges, which strengthen the restoring field. Without coupling, both would lie at the single-surface frequency $\omega_s=\omega_p/\sqrt2$.

## (d) Does matching the potentials give the same result?

**Question.** Derive the modes again from the permittivity of the film.

**Solution.** The polarization obeys $\partial_t\mathbf P=\mathbf J$, so $-\omega^2\mathbf P=\varepsilon_0\omega_p^2\mathbf E$ and

$$\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2}.$$

In each region the potential $\phi(z)e^{iqx}$ obeys $\phi''=q^2\phi$. Let $a=d/2$. The even solution is $\cosh qz$ inside and $\cosh(qa)\,e^{-q(|z|-a)}$ outside, which is already continuous. Continuity of $\varepsilon\phi'$ at $z=a$ requires

$$\varepsilon\,q\sinh qa=-q\cosh qa\quad\Rightarrow\quad\varepsilon=-\coth qa .$$

Since $\omega_p^2/\omega^2=1-\varepsilon$,

$$\frac{\omega_p^2}{\omega^2}=\frac{\sinh qa+\cosh qa}{\sinh qa}=\frac{e^{qa}}{\sinh qa}=\frac{2}{1-e^{-qd}},$$

which is the lower branch. For the odd solution, $\sinh$ and $\cosh$ change places. Then $\varepsilon=-\tanh qa$, and

$$\frac{\omega_p^2}{\omega^2}=\frac{e^{qa}}{\cosh qa}=\frac{2}{1+e^{-qd}},$$

which is the upper branch.

As a further test, $\nabla\cdot(\varepsilon\nabla\phi)=0$ was solved by finite elements, without prescribing the mode shapes. For $\hbar\omega_p=15$ eV, $d=5$ nm and $q=0.1$, 0.2, 0.4 and 0.8 nm$^{-1}$, each case gave two surface modes with these parities. Their energies lay within $7\times10^{-5}$ eV of the formula.

## (e) In what sense is the splitting exponential?

**Question.** Examine $\omega_+^2-\omega_-^2$ and $\Delta=\omega_+-\omega_-$ for thick and thin films.

**Solution.** The squares obey an exponential law at every thickness within the model:

$$\omega_+^2-\omega_-^2=\omega_p^2e^{-qd}.$$

The frequency difference requires one more step. Multiply and divide by the sum of the roots:

$$\Delta=\omega_s\left(\sqrt{1+x_d}-\sqrt{1-x_d}\right)=\omega_s x_d\,\frac{2}{S},\qquad S=\sqrt{1+x_d}+\sqrt{1-x_d}.$$

Squaring gives $S^2=2+2\sqrt{1-x_d^2}$. For $0<x_d<1$ this lies between 2 and 4, so $\sqrt2<S<2$ and

$$\omega_s e^{-qd}<\Delta<\sqrt2\,\omega_s e^{-qd}.$$

For $qd\gg1$, $S^2\approx4-x_d^2$, hence $2/S\approx1+x_d^2/8$ and

$$\Delta\approx\omega_s e^{-qd}\left(1+\tfrac18e^{-2qd}\right).$$

The splitting thus decays as a pure exponential asymptotically, with relative corrections that themselves fall as $e^{-2qd}$. For $\hbar\omega_p=15$ eV, where $\hbar\omega_s=10.607$ eV:

| $qd$ | $\hbar\omega_-$ (eV) | $\hbar\omega_+$ (eV) | $\hbar\Delta$ (eV) | $\Delta/(\omega_se^{-qd})$ |
|---|---|---|---|---|
| 0.5 | 6.653 | 13.444 | 6.791 | 1.0555 |
| 1 | 8.433 | 12.405 | 3.972 | 1.0180 |
| 2 | 9.863 | 11.302 | 1.439 | 1.0023 |
| 4 | 10.509 | 10.703 | 0.194 | 1.0000 |

For $qd\ll1$, $e^{-qd}\approx1-qd$ gives

$$\omega_-\approx\omega_p\sqrt{\frac{qd}{2}},\qquad \omega_+\approx\omega_p\left(1-\frac{qd}{4}\right).$$

The lower branch becomes the plasmon of a two-dimensional sheet: $\omega_-^2\approx(nd)e^2q/(2\varepsilon_0m)$ depends on the density per area $nd$. In the upper branch the faces act like capacitor plates, with the full restoring field $\sigma/\varepsilon_0$ between them. The splitting then tends to $\omega_p$. This limit is to be taken by thinning the film at fixed $q$, because lowering $q$ at fixed $d$ eventually violates $q\gg\omega/c$. Thinning has its own limit, since the response stops being local near $d\approx1$ nm. With the electron pressure of part (h) and $q=0.2$ nm$^{-1}$, $\hbar\omega_+$ is 14.76 eV instead of 14.30 eV at $d=1$ nm. At $d=0.5$ nm it is 15.99 eV instead of 14.64 eV, above $\hbar\omega_p$. The thin limit of the upper branch is therefore a property of the local model.

## (f) How does the splitting measure thickness?

**Question.** Express $d$ through the two measured frequencies. Apply the result to a 5 nm film at $q=0.2$ nm$^{-1}$, and find the scattering angle of a 200 keV electron at normal incidence.

**Solution.** The sum of the squares is $\omega_p^2$. Dividing the difference by the sum removes $\omega_p$:

$$\frac{\omega_+^2-\omega_-^2}{\omega_+^2+\omega_-^2}=e^{-qd}
\quad\Rightarrow\quad
d=\frac1q\ln\frac{\omega_+^2+\omega_-^2}{\omega_+^2-\omega_-^2}.$$

Here $qd=1$ and $e^{-1}=0.3679$, so

$$\hbar\omega_-=10.607\sqrt{0.6321}=8.433\text{ eV},\qquad
\hbar\omega_+=10.607\sqrt{1.3679}=12.405\text{ eV}.$$

Conversely, the squares are 71.1 and 153.9 eV$^2$. Their difference over their sum is $82.8/225.0=0.368$, which returns $d=5.0$ nm.

A fast electron of wavenumber $k$ deflected by a small angle $\theta$ transfers $q\approx k\theta$ in the plane. At 200 keV the relativistic wavenumber is 2505 nm$^{-1}$, so $\theta=0.2/2505$ rad $=0.080$ mrad. At normal incidence the two branches are not excited equally. The electron's field varies as $e^{i\omega z/v}$ along its path, with $v$ its speed, and $\omega_+d/(2v)\approx0.23$, so the field is nearly even across the film and couples weakly to the odd mode. In the electrostatic model the upper loss peak carries about 0.14 of the weight of the lower one at this $q$. That model keeps $\omega/v$ but drops $\omega/c$, although $v\approx0.7c$. With the full Maxwell equations the ratio falls to about 0.04, so peak strengths are far more sensitive to retardation than peak positions.

This small angle must be well defined. A spread of $\pm0.02$ mrad means $\pm0.05$ nm$^{-1}$ in $q$. With $d$ held at 5 nm, the splitting of the ideal model then ranges from 3.07 to 5.17 eV. If the true $q$ is 0.20 nm$^{-1}$ but 0.25 nm$^{-1}$ is assigned to it, the inversion returns $1/0.25=4.0$ nm.

## (g) When does damping hide the splitting?

**Question.** Add a friction rate $\gamma$ and find the largest $qd$ at which the splitting still equals the linewidth. Take $\hbar\gamma=1$ eV.

**Solution.** Friction changes the current equation to $\partial_t\mathbf J+\gamma\mathbf J=\varepsilon_0\omega_p^2\mathbf E$. Each combination of face charges then obeys $\ddot\sigma+\gamma\dot\sigma+\omega_\pm^2\sigma=0$. Inserting $e^{-i\omega t}$ gives $\omega^2+i\gamma\omega-\omega_\pm^2=0$, with the positive-frequency solution

$$\omega=\sqrt{\omega_\pm^2-\gamma^2/4}-i\gamma/2 .$$

The absorptive (imaginary) part of a driven mode's response is proportional to $\gamma\omega/[(\omega_\pm^2-\omega^2)^2+\gamma^2\omega^2]$. Near resonance $\omega_\pm^2-\omega^2\approx2\omega_\pm(\omega_\pm-\omega)$, so half the maximum is reached at $|\omega-\omega_\pm|=\gamma/2$. The full width is $\gamma$.

Take $\Delta=\gamma$ as the convention for resolved peaks, with the undamped splitting. Since $\omega_+\omega_-=\tfrac12\omega_p^2\sqrt{1-x_d^2}$,

$$\Delta^2=\omega_+^2+\omega_-^2-2\omega_+\omega_-=\omega_p^2\left(1-\sqrt{1-x_d^2}\right).$$

Setting this equal to $\gamma^2$ and solving for $x_d$,

$$e^{-qd}=\sqrt{1-\left(1-\gamma^2/\omega_p^2\right)^2}.$$

With $\gamma^2/\omega_p^2=1/225$ the right side is 0.094, so $qd=2.36$. For the 5 nm film this means $q\lesssim0.47$ nm$^{-1}$, provided the two peaks are of comparable strength. For the 200 keV electron at normal incidence of part (f) the upper peak is much weaker. In the electrostatic loss spectrum it ceases to be a separate maximum above $q\approx0.35$ nm$^{-1}$, and with retardation included already at $q\approx0.30$ nm$^{-1}$. The row $qd=4$ of the table would show one merged peak by this convention.

## (h) How far does a real film depart from the model?

**Question.** Estimate the main neglected effects for the 5 nm film at $q=0.2$ nm$^{-1}$.

**Solution.** Begin with retardation. Inside the film the fields now vary with $\kappa=\sqrt{q^2-\varepsilon\omega^2/c^2}$, and outside with $\kappa_0=\sqrt{q^2-\omega^2/c^2}$. For the branch with even $E_x=C\cosh\kappa z$, the condition $iqE_x+\partial_zE_z=0$ gives $E_z=-iqC\sinh(\kappa z)/\kappa$ inside and $E_z=iqE_x/\kappa_0$ above the film. Continuity of $E_x$ and $\varepsilon E_z$ at $z=a$ yields

$$\frac{\varepsilon\kappa_0}{\kappa}=-\coth\kappa a,$$

with $\tanh$ for the other branch. As $c\to\infty$ this returns part (d).

Two further effects were computed separately:

- **Electron pressure.** A force $-m\beta^2\nabla\delta n/n$ per electron was added, where $\delta n$ is the density change, $\beta^2=\tfrac35v_F^2$ and $v_F$ is the Fermi velocity. The normal current vanishes at the faces.
- **Coating.** The electrostatic problem was solved with a 2 nm layer of permittivity 3 on each face, a rough stand-in for native oxide.

| Model | $\hbar\omega_-$ (eV) | $\hbar\omega_+$ (eV) | Inferred $d$ (nm) |
|---|---|---|---|
| ideal | 8.43 | 12.41 | 5.00 |
| retardation | 8.35 | 12.22 | 5.06 |
| pressure | 8.50 | 12.56 | 4.95 |
| coating | 6.64 | 10.95 | 3.85 |

The last column is what the ideal formula of part (f) reports when the effect is present but ignored. Retardation and pressure each shift it by about 1% at this $q$. Retardation grows as $q$ falls: the inferred thickness is 5.09 nm at $q=0.15$ nm$^{-1}$ and 5.23 nm at $q=0.1$ nm$^{-1}$, where the retarded upper mode has $\omega_+/(cq)\approx0.65$. The coating shifts it by $-23\%$, relative to the true metal thickness. The sum of the squared energies reveals the coating: it is about 164 eV$^2$ instead of $(15\text{ eV})^2=225$ eV$^2$. Retardation alone gives 219 eV$^2$ and pressure alone 230 eV$^2$, so at this $q$ only a large deficit points to a dielectric near the faces. It need not be a coating: a substrate of permittivity 3 on one face gives 176 eV$^2$. A thin coating is easy to miss, since 0.3 nm per face gives 211 eV$^2$ yet lowers the inferred thickness to 4.70 nm, while retardation alone gives 206 eV$^2$ at $q=0.1$ nm$^{-1}$. This check needs an independent value of $\omega_p$.

The parameters represent free-electron-like $sp$-metal foils in a 200 kV microscope, whose bulk plasmon energies range roughly from a few eV to nearly 20 eV. The chosen 15 eV is towards the upper end, and the linewidth of 1 eV is a rough value. Of the assumptions tested here, bare faces matter most, since many such metals oxidize in air. A constant real permittivity is itself crude near 10 eV, where an oxide can absorb, so the 23% indicates a size and is not a correction to apply. Polarizable ion cores can matter more than retardation or pressure: with the bulk plasmon held at 15 eV, a background permittivity of 1.05 or 1.1 raises the inferred thickness to 5.11 or 5.21 nm. Interband transitions, roughness and the spill-out of electrons beyond the faces were not sized. In simple metals spill-out can outweigh the pressure and lower the mode energies, so the pressure row indicates a size and not a reliable sign.

Other scales are less restrictive. Diffuse scattering at the faces would suggest an extra width on the scale $\hbar v_F/d=0.26$ eV, a dimensional estimate below the assumed 1 eV. Bulk electron–hole pairs at the lower-branch energy require $q\approx5.6$ nm$^{-1}$, far above 0.2 nm$^{-1}$. The faces can supply the missing momentum along $z$, but for sharp, specularly reflecting faces with a Lindhard response this adds only about 0.01 eV to the width. At 300 K the ratio of thermal to Fermi energy is 0.002. The remaining values are in the numerical output.

## Computed values

```
plasma energy Ep = 15.0 eV, damping = 1.0 eV
film thickness d = 5.0 nm
single-surface energy Ep/sqrt2 = 10.607 eV
q = 0.1 1/nm: qd = 0.5, exp(-qd) = 0.6065
  lower = 6.653 eV, upper = 13.444 eV
  splitting = 6.7905 eV, over (Es exp(-qd)) = 1.0555
q = 0.2 1/nm: qd = 1.0, exp(-qd) = 0.3679
  lower = 8.433 eV, upper = 12.405 eV
  splitting = 3.9722 eV, over (Es exp(-qd)) = 1.0180
q = 0.4 1/nm: qd = 2.0, exp(-qd) = 0.1353
  lower = 9.863 eV, upper = 11.302 eV
  splitting = 1.4388 eV, over (Es exp(-qd)) = 1.0023
q = 0.8 1/nm: qd = 4.0, exp(-qd) = 0.0183
  lower = 10.509 eV, upper = 10.703 eV
  splitting = 0.1943 eV, over (Es exp(-qd)) = 1.0000
largest finite-element deviation = 6.7e-05 eV
finite-element slope d ln(splitting)/d(qd), qd 2 to 4 = -1.0012
largest qd with splitting >= damping = 2.363
  for this film: q = 0.473 1/nm
beam energy = 200 keV, wavenumber = 2505.3 1/nm
main case q = 0.2 1/nm: scattering angle = 0.0798 mrad
angle spread +-0.02 mrad: dq = +-0.0501 1/nm
  splitting from 3.070 to 5.169 eV
neglected effects at the main case (lower, upper, splitting in eV):
  ideal film: 8.433, 12.405, 3.972
  damping: 8.418, 12.395, 3.977
  retardation: 8.346, 12.216, 3.870
    thickness inferred by ideal formula = 5.059 nm
  pressure: 8.501, 12.555, 4.054
    thickness inferred by ideal formula = 4.953 nm
  coating: 6.636, 10.946, 4.311
    thickness inferred by ideal formula = 3.855 nm
coating: 2.0 nm per face, permittivity 3.0
light wavenumber at upper branch = 0.0629 1/nm
electron density = 163.2 1/nm^3
Fermi energy = 10.89 eV, hbar*vF = 1.288 eV nm
surface-scattering width scale hbar*vF/d = 0.258 eV
bulk pair onset at lower-branch energy: q = 5.61 1/nm
kT/EF at 300 K = 0.00237
```
